The Klein-Gordon Coulomb problem: levels, Dirac comparison and S-wave breakdown, part 1

(Sections cited here and not found follow in the second part.)

A spin-0 particle in a Coulomb field

Problem

A particle of spin 0, with the mass of the electron and charge −1, moves in the field of a fixed nucleus of charge Z. Hartree atomic units are used: ħ = m = e = 1 and c = 1/α = 137.035999, so the rest energy is c² = 18778.8651 Ha. The potential energy is V = −Z/r. The abbreviations are x = Zα = Z/c and E = c² + ε. The particle obeys the Klein-Gordon equation

(i∂/∂t − V)² Ψ = (−c²∇² + c⁴) Ψ.

The nucleus has no recoil, and radiative corrections are ignored.

(a) Find the conserved density and the radial equation for a stationary state of orbital angular momentum l.

(b) Find the behaviour of the radial solutions at the origin. Decide whether a finite norm selects one of them. Where it does not, replace the point nucleus by a charged shell of radius R, with V = −Z/R for r < R, and find what R → 0 selects and how fast a level approaches its limit.

(c) Find the bound-state energies of the point nucleus.

(d) Expand them through order x⁴, identify the origin of the first relativistic term, and state on which quantum numbers the levels depend.

(e) Solve the Dirac equation in the same field and compare the two spectra, in particular for n = 2.

(f) Evaluate the levels for Z = 1 and Z = 50.

(g) Find the coupling at which the S-wave solution for a point nucleus ceases to exist, and describe the S levels below, at and above it.

Solution

(a) Density and radial equation

For a static real V, the square expands to

−Ψ_tt − 2iVΨ_t + V²Ψ = −c²∇²Ψ + c⁴Ψ,

where the subscript t is a time derivative. Multiply this by Ψ*, multiply its complex conjugate by Ψ, and subtract. The terms V²|Ψ|² and c⁴|Ψ|² cancel, which leaves

−∂_t(Ψ*Ψ_t − ΨΨ*_t) − 2iV ∂_t|Ψ|² = −c² ∇·(Ψ*∇Ψ − Ψ∇Ψ*).

Multiplying by −i/(2c²) gives ∂_t ρ + ∇·J = 0 with

ρ = (i/2c²)(Ψ*Ψ_t − ΨΨ*_t) − V|Ψ|²/c²,  J = −(i/2)(Ψ*∇Ψ − Ψ∇Ψ*).

For Ψ = ψ(r) e^(−iEt) one has Ψ*Ψ_t − ΨΨ*_t = −2iE|ψ|², so

ρ = (E − V)|ψ|²/c².

This density is positive where E > V and negative where E < V. It is a charge density in units of the particle's charge, and its integral is the norm of the state. In the nonrelativistic regime E − V ≈ c² and ρ reduces to |ψ|².

The stationary equation is [(E − V)² − c⁴ + c²∇²]ψ = 0. Put ψ = (u(r)/r) Y_lm and use ∇² = (1/r)(∂²/∂r²) r − L²/r², where L² has the value l(l+1) on Y_lm. Dividing by c²,

u'' + { [(E − V)² − c⁴]/c² − l(l+1)/r² } u = 0.  (1)

With V = −Z/r the square is (E + Z/r)² = E² + 2EZ/r + Z²/r², and Z²/c² = x². Hence

u'' + [ −β² + 2EZ/(c² r) − (l(l+1) − x²)/r² ] u = 0,  β² = (c⁴ − E²)/c².

For |E| > c² the solutions oscillate at large r and are not normalizable. The bound states sought here decay exponentially, with β² > 0 and |E| < c²; β is taken positive. (At the edge E = −c² the 1/r term is repulsive and a solution decaying like exp(−√(8Zr)) exists. For x < l + 1/2 it contains the more singular power of part (b), so it is not a level of the point nucleus.) The term V² has produced an attractive piece x²/r² that competes with the centrifugal term. Since l(l+1) = (l + 1/2)² − 1/4, define

K = l + 1/2,  γ² = K² − x²,

so that l(l+1) − x² = γ² − 1/4 and

u'' + [ −β² + 2EZ/(c² r) − (γ² − 1/4)/r² ] u = 0.  (2)

The norm is 𝒩 = ∫ (E − V) u² dr / c².

(b) The origin

Measured against 1/r², the first two terms in the bracket of (2) are (βr)² and 2EZr/c². Since β ≤ c and |E| < c², they are at most (cr)² and 2x·cr. As r → 0, equation (2) therefore reduces to u'' = (γ² − 1/4)u/r². A solution r^s acquires the first correction r^s[1 − EZr/(c²s)]. For l = 0 the coefficient γ² − 1/4 is only −x², and the smaller exponent found below is s ≈ x² at small x, so its correction is about cr/x. For S waves the reduction thus needs cr ≪ x, not merely cr ≪ 1. Put u = √r w(t) with t = ln r. Then u' = r^(−1/2)(w_t + w/2) and u'' = r^(−3/2)(w_tt − w/4), so

w_tt = γ² w.  (3)

For x < K, γ is real and is taken positive. Then w = e^(±γt) and

u ≈ A r^(s₊) + B r^(s₋),  s± = 1/2 ± γ.

Near the origin the norm is dominated by Z u²/r. The B solution contributes an integrand proportional to r^(−2γ), which diverges at r = 0 when γ ≥ 1/2, that is when x² ≤ l(l+1). For l ≥ 1 and x ≤ √2 a finite norm therefore forces B = 0.

For l = 0 and 0 < x < 1/2 one has 0 < γ < 1/2. Both exponents s± are positive, both solutions vanish at r = 0, and both have finite norm. At any energy with |E| < c², equation (2) has one solution that decays at infinity, and at small r it is some combination of the two powers. Its norm is finite whatever A and B are, so normalizability gives no quantization. As an example take Z = 50, where γ = 0.341865 for l = 0, and ε = −1000 Ha, which is not a level of the spectrum found below. The decaying solution of (2) is the function known as the Whittaker function W. Gauss-Legendre quadrature of its norm over the intervals e^(−80) < 2βr < e^(−60) and e^(−60) < 2βr < e^(−40) gives a ratio of 1.79024×10⁻³. An integrand r^(−2γ) integrates to r^(1−2γ), so the expected ratio is exp[−20(1 − 2γ)] = exp(−20 × 0.31627) = 1.790×10⁻³. The contributions shrink geometrically toward the origin, and their sum converges.

The missing condition comes from the shell. For r < R and l = 0, equation (1) reads u'' = −q²u with

(qR)² = [(ER + Z)² − c⁴R²]/c² → x² as R → 0.

Inside the shell V is bounded and u(0) must vanish, because ψ = u/r with u(0) ≠ 0 would give ∇²ψ a term −4πu(0)δ³(r), multiplied by Y₀₀, that nothing in the equation balances. So u = sin qr, and at r = R

r u'/u → y₀ = x cot x.

The coefficient of u in (1) is finite at R, so u and u' are continuous there. The terms neglected in r u'/u are of order x·cR, while the difference s₊ − y₀ that enters below is of order x². The matching therefore needs cR ≪ x, that is R ≪ Z/c², which is 5.3×10⁻⁵ bohr for Z = 1. In that range the outside form applies, and

y₀ (A R^(s₊) + B R^(s₋)) = A s₊ R^(s₊) + B s₋ R^(s₋).

Collecting A and B and using s₊ − s₋ = 2γ,

B/A = R^(2γ) (s₊ − y₀)/(y₀ − s₋).  (4)

The sign of (4) is fixed for 0 < x < 1/2. From sin x < x and cos x ≥ 1 − x²/2 it follows that y₀ > cos x ≥ 1 − x²/2 > 7/8, which exceeds s₋ < 1/2, so the denominator is positive. For l = 0, s₊ + s₋ = 1 and s₊s₋ = 1/4 − γ² = x², so s₊ = 1 − x²/s₊ < 1 − x² < y₀, and the numerator is negative. Thus B/A is negative and vanishes as R^(2γ). The limit of a small nucleus selects the less singular solution r^(1/2+γ). Another charge profile of size R changes only the number y₀, because the inner equation written in r/R depends on x alone as R → 0. The conclusion stands unless y₀ happens to equal s₋. For l ≥ 1 the inner solution is r j_l(qr), y₀ is again a number independent of R, and (4) holds with the γ of that l under the same proviso.

The shift of a level follows from a Wronskian identity. Let u₀ be the point-nucleus state, with energy E₀ and u₀ ≈ A₀ r^(s₊), and let u be the decaying solution of (2) at E = E₀ + δE. From (1) for both functions,

d/dr (u₀u' − u u₀') = −[(E − V)² − (E₀ − V)²] u u₀/c² = −δE (E + E₀ − 2V) u u₀/c².

Integrate from 0 to ∞, both functions being solutions of the point equation (2). The bracket vanishes at infinity, so

(u₀u' − u u₀') at r → 0 = δE ∫ (E + E₀ − 2V) u u₀ dr/c² ≈ 2 δE 𝒩₀,  (5)

where the last step is first order in δE, with u scaled so that A = A₀. At small r the A part of u cancels in the bracket, and the B part gives A₀B(s₋ − s₊) r^(s₊+s₋−1) = −2γA₀B. Therefore

δE = −γ (B/A) A₀²/𝒩₀.  (6)

With (4), an S level of the shell lies above the point level by an amount proportional to R^(2γ), to leading order in the shift.

(c) The spectrum

Set z = 2βr. Dividing (2) by 4β²,

u_zz + [ −1/4 + η/z − (γ² − 1/4)/z² ] u = 0,  η = EZ/(c²β).

Write u = z^s e^(−z/2) f(z) with s = s₊ = 1/2 + γ. The logarithmic derivative of the prefactor is s/z − 1/2, so

u_zz = z^s e^(−z/2) [ f'' + 2(s/z − 1/2) f' + ((s/z − 1/2)² − s/z²) f ].

The last coefficient is (s² − s)/z² − s/z + 1/4. Since s² − s = γ² − 1/4, the 1/z² terms cancel in the equation, and so do the terms 1/4. Multiplying what remains by z,

z f'' + (2s − z) f' + (η − s) f = 0.

Insert f = Σ a_m z^m. The coefficient of z^m is (m+1)m a_(m+1) + 2s(m+1) a_(m+1) − m a_m + (η − s) a_m, and it must vanish:

a_(m+1)/a_m = (m + 1/2 + γ − η) / [(m + 1)(m + 1 + 2γ)].

Suppose the series does not end. The quantity (m+1) a_(m+1)/a_m tends to 1, so beyond some m it exceeds 3/4. From there on the coefficients have one sign and fall no faster than those of e^(3z/4). Then |f| grows at least like e^(3z/4), and u grows at least like e^(z/4). A bound state requires the numerator to vanish at some m = n_r = 0, 1, 2, …:

η = N,  N = n_r + 1/2 + γ.

Then f is a polynomial of degree n_r, the generalized Laguerre polynomial L_(n_r)^(2γ)(z). With the principal quantum number n = n_r + l + 1,

N = n − K + √(K² − x²).

Because N > 0, the condition η = N demands E > 0. The term 2EZ/(c²r) in (2) is repulsive for E < 0, which is the statement that the antiparticle is repelled by the nucleus. Squaring η = N gives E²Z²/c⁴ = N²(c⁴ − E²)/c². Multiplying by c² gives E²x² = N²(c⁴ − E²), so E²(N² + x²) = N²c⁴ and

E_nl = c² / √(1 + x²/N²),  N = n − (l + 1/2) + √((l + 1/2)² − x²),  (7)

for n = 1, 2, …, l = 0, …, n − 1 and x < l + 1/2.

(d) Expansion and quantum numbers

Write N = n − δ. The defect is

δ = K − γ = (K² − γ²)/(K + γ) = x²/(K + γ) = x²/(2K) + O(x⁴).

Then 1/N² = (1/n²)(1 + 2δ/n + …) = 1/n² + x²/(Kn³) + O(x⁴). With w = x²/N² and (1 + w)^(−1/2) = 1 − w/2 + 3w²/8 − …,

E/c² = 1 − x²/(2n²) − x⁴/(2Kn³) + 3x⁴/(8n⁴) + O(x⁶).

Using c²x² = Z² and c²x⁴ = Z⁴α²,

ε = −Z²/(2n²) − (Z⁴α²/2n⁴) [ n/(l + 1/2) − 3/4 ] + O(c²x⁶).  (8)

The first term is the Bohr energy. The expansion of γ proceeds in powers of (x/K)², so it converges most slowly for l = 0.

The second term has a direct reading. With p² = −∇², the stationary equation is (ε − V)(ε − V + 2c²)ψ = c²p²ψ. Dividing by 2c²,

[ p²/2 + V − (ε − V)²/(2c²) ] ψ = ε ψ.

To first order in 1/c², the shift is the mean of the last term in the Schrödinger state ψ₀, with ε replaced by ε₀ = −Z²/(2n²). The perturbation is spherical, so it does not mix the degenerate states of different l or m. Since p²ψ₀ = 2(ε₀ − V)ψ₀,

Δε = −⟨(ε₀ − V)²⟩/(2c²) = −⟨p⁴⟩/(8c²),

where ⟨p⁴⟩ means ∫|p²ψ₀|² d³r. This is the second term of the kinetic energy √(c⁴ + p²c²) − c² = p²/2 − p⁴/(8c²) + …. The averages come from the Hellmann-Feynman rule, ∂ε₀/∂λ = ⟨∂H/∂λ⟩, applied to the radial Schrödinger Hamiltonian with ε₀ = −Z²/[2(n_r + l + 1)²]. Taking λ = Z gives −⟨1/r⟩ = −Z/n². Taking λ = l at fixed n_r gives (l + 1/2)⟨1/r²⟩ = Z²/n³. Then

⟨(ε₀ + Z/r)²⟩ = Z⁴/(4n⁴) − Z⁴/n⁴ + Z⁴/(Kn³) = (Z⁴/n⁴)(n/K − 3/4),

and −1/(2c²) times this is the second term of (8). At this order the kinetic correction is the whole effect. There is no spin-orbit term and no contact (Darwin) term.

The wave function has one component, so the total angular momentum is J = L and j = l. The phrase "the levels depend on l and not on j" has content only in comparison with a spin-1/2 particle, where j and l differ. Within the Klein-Gordon problem, (7) shows that the level is fixed by n and l and has degeneracy 2l + 1. The defect δ = x²/(K + γ) decreases as l grows, so N and E increase with l at fixed n, and no two values of l in a shell share an energy.

The Klein-Gordon levels of the point nucleus are now found and expanded, with the first relativistic term traced to the kinetic energy and the dependence on n and l established. What remains is the comparison with the Dirac spectrum, the numerical levels for Z = 1 and Z = 50, and the breakdown of the S wave at strong coupling.

All numerical values are calculated from the stated model.
